# Thomas-Fermi kinetic functional in d dimensions and its virial theorem

## 1. Result and conventions

Consider fermions at zero temperature in \(d\) dimensions, with \(g\) spin states for each spatial orbital. In atomic units (\(\hbar=m=e=1\)) the Thomas-Fermi kinetic energy of a number density \(n(\mathbf r)\) is

\[
T[n]=C_d\int n^{1+2/d}\,d^dr,\qquad
C_d=\frac{d}{2(d+2)}\,\frac{(2\pi)^2}{(g\,\omega_d)^{2/d}}, \tag{1}
\]

where \(\omega_d\) is the volume of the unit ball. Let the external potential be \(v=\lambda r^s\), and let there be a mean-field pair energy

\[
V=\lambda\int r^s n\,d^dr,\qquad
W=\frac c2\iint|\mathbf r-\mathbf r'|^p\,n(\mathbf r)n(\mathbf r')\,d^dr\,d^dr'. \tag{2}
\]

If \(T\), \(V\) and \(W\) are finite and \(E=T+V+W\) is stationary at fixed particle number \(N\), then

\[
2T=sV+pW. \tag{3}
\]

Without a pair energy this is \(2T=sV\). A minimizing density then exists for \(\lambda>0,\ s>0\), and for \(\lambda<0\) with

\[
-\frac{2d}{d+2}<s<0. \tag{4}
\]

The kinetic functional is exact for a uniform noninteracting gas in the thermodynamic limit. For a nonuniform gas it is a local approximation. The virial theorem (3) is a property of the approximate functional itself.

## 2. The unit-ball volume

A ball of radius \(r\) has volume \(\omega_d r^d\), so a thin shell has volume \(d\,\omega_d r^{d-1}dr\). Evaluate a Gaussian integral in Cartesian coordinates, where it factorizes, and in shells:

\[
\pi^{d/2}=\int e^{-r^2}d^dr
=d\,\omega_d\int_0^\infty r^{d-1}e^{-r^2}dr
=\frac d2\,\omega_d\,\Gamma\!\left(\frac d2\right).
\]

The last step substitutes \(u=r^2\). Since \((d/2)\Gamma(d/2)=\Gamma(d/2+1)\),

\[
\omega_d=\frac{\pi^{d/2}}{\Gamma(d/2+1)}. \tag{5}
\]

This gives \(\omega_1=2\), \(\omega_2=\pi\) and \(\omega_3=4\pi/3\).

## 3. The uniform gas

Place \(N\) noninteracting fermions in a periodic box of side \(L\). The allowed wavevectors are \(2\pi\mathbf m/L\) with integer components of \(\mathbf m\), so each occupies a volume \((2\pi/L)^d\) in wavevector space. The ground state fills all states with \(k\le k_F\). For a large box the sum over states becomes an integral, and the density is

\[
n=\frac{g}{(2\pi)^d}\int_{k\le k_F}d^dk
=\frac{g\,\omega_d}{(2\pi)^d}k_F^d. \tag{6}
\]

Each particle has kinetic energy \(k^2/2\). The kinetic energy per volume is therefore

\[
t=\frac{g}{(2\pi)^d}\,d\,\omega_d\int_0^{k_F}\frac{k^2}{2}k^{d-1}dk
=\frac{g\,\omega_d}{(2\pi)^d}\,\frac{d}{2(d+2)}\,k_F^{d+2}
=\frac{d}{d+2}\,n\,\frac{k_F^2}{2}. \tag{7}
\]

The mean kinetic energy is thus a fraction \(d/(d+2)\) of the Fermi energy. This fraction grows with \(d\), because more of the ball's volume lies near its surface.

Equation (6) gives \(k_F^2=(2\pi)^2[n/(g\omega_d)]^{2/d}\). Substitution in (7) yields

\[
t(n)=C_dn^{1+2/d}, \tag{8}
\]

with \(C_d\) as in (1). For \(g=2\),

\[
C_1=\frac{\pi^2}{24},\qquad C_2=\frac{\pi}{2},\qquad
C_3=\frac{3}{10}(3\pi^2)^{2/3}.
\]

Since \(n^{2/d}\) is an inverse length squared in every dimension, \(C_d\) always has the unit energy times length squared. The values are:

- \(C_1=0.4112\) a.u. \(=3.134\ \mathrm{eV\,Å^2}\)
- \(C_2=1.5708\) a.u. \(=11.969\ \mathrm{eV\,Å^2}\)
- \(C_3=2.8712\) a.u. \(=21.879\ \mathrm{eV\,Å^2}\)

More spin states lower the energy at a given density, because fewer distinct wavevectors need to be filled.

## 4. From the uniform gas to a functional

The local approximation assigns to each point the energy density of a uniform gas with the density found there. Integrating (8) gives (1). The step is justified when the local Fermi wavelength changes little over its own length, or \(|\nabla k_F|/k_F^2\ll1\). The condition fails at a classical edge, where \(k_F\to0\), but the edge region may contribute little to a total energy. The condition is not necessary for an accurate integrated \(T\), since local errors can cancel. For two fermions in \(v=r^2/2\) (a.u., \(d=2\), \(g=2\)) the quantum density is \(n=(2/\pi)e^{-r^2}\), and \(|\nabla k_F|/k_F^2=(r/2)e^{r^2/2}\) is 0.82 at \(r=1\). Yet \((\pi/2)\int n^2d^2r=1\) equals the quantum kinetic energy.

The exponent also follows from scaling. Replace each orbital \(\psi(\mathbf r)\) by \(\gamma^{d/2}\psi(\gamma\mathbf r)\). Its norm is unchanged, its two derivatives multiply the kinetic energy by \(\gamma^2\), and the density becomes

\[
n_\gamma(\mathbf r)=\gamma^d n(\gamma\mathbf r). \tag{9}
\]

For a local power \(n^\alpha\), the substitution \(\mathbf x=\gamma\mathbf r\) gives

\[
\int n_\gamma^\alpha\,d^dr=\gamma^{d\alpha-d}\int n^\alpha\,d^dx. \tag{10}
\]

Agreement with \(\gamma^2\) requires \(d(\alpha-1)=2\), hence \(\alpha=1+2/d\). Scaling fixes the power; filling the Fermi ball fixes the constant.

## 5. The stationary density

Differentiate (8) and insert \(C_d\):

\[
t'(n)=\frac{d+2}{d}C_dn^{2/d}
=\frac{(2\pi)^2}{2}\left(\frac{n}{g\omega_d}\right)^{2/d}
=\frac{k_F^2}{2}. \tag{11}
\]

First omit the pair energy. With a multiplier \(\mu\) for the particle number and the constraint \(n\ge0\), the Euler conditions are

\[
\frac{k_F^2}{2}+v=\mu\quad(n>0),\qquad v\ge\mu\quad(n=0). \tag{12}
\]

Thus \(\mu\) is the highest classical energy of an occupied state, the same at every occupied point. Solving (12) for \(k_F\) and using (6) gives

\[
n(\mathbf r)=\frac{g\omega_d}{(2\pi)^d}
\left[2(\mu-v)\right]^{d/2}\quad(v<\mu), \tag{13}
\]

and \(n=0\) elsewhere.

This solution is the minimum. Since \(t\) is convex, any other density \(\tilde n\) with the same \(N\) satisfies

\[
E[\tilde n]-E[n]\ge\int[t'(n)+v](\tilde n-n)\,d^dr
=\int[t'(n)+v-\mu](\tilde n-n)\,d^dr\ge0. \tag{14}
\]

The term with \(\mu\) may be inserted because both densities have the same integral. The last bracket vanishes where \(n>0\). Where \(n=0\), both factors are nonnegative. Strict convexity makes the minimum unique. The argument assumes finite integrals, which section 8 examines for attractive singular potentials.

## 6. The virial theorem

Use the family (9), which preserves \(N\). Equation (10) gives \(T[n_\gamma]=\gamma^2T\). In the external energy, put \(\mathbf x=\gamma\mathbf r\):

\[
V[n_\gamma]=\lambda\int\left(\frac{x}{\gamma}\right)^s n(\mathbf x)\,d^dx=\gamma^{-s}V.
\]

Both coordinates in the pair energy are scaled in this way, and their distance contributes \(\gamma^{-p}\). Therefore

\[
E(\gamma)=\gamma^2T+\gamma^{-s}V+\gamma^{-p}W. \tag{15}
\]

A stationary density has no first-order energy change at \(\gamma=1\), so

\[
0=\left.\frac{dE}{d\gamma}\right|_{1}=2T-sV-pW, \tag{16}
\]

which is (3). Physically, the outward tendency of the kinetic energy balances the net inward tendency of the potentials.

The theorem is necessary for a minimum, but it does not identify one. Take \(d=2\), \(g=2\), \(v=r\), and the Gaussian \(n=N(w^2/\pi)e^{-w^2r^2}\). Its energies are

\[
T=\frac{\pi}{2}\int n^2d^2r=\frac{N^2w^2}{4},\qquad
V=N\langle r\rangle=\frac{N\sqrt\pi}{2w}. \tag{17}
\]

Minimizing over \(w\) gives \(w^3=\sqrt\pi/N\). Then \(V=N^2w^2/2=2T\), as the virial theorem demands for \(s=1\), and

\[
E_{\mathrm G}=\frac34N^2w^2=\frac34\pi^{1/3}N^{4/3}.
\]

The true minimizer has \(n=(\mu-r)/\pi\) inside \(r=\mu\). Its particle number is \(N=2\int_0^\mu(\mu-r)r\,dr=\mu^3/3\). Its energy, from (20) below with \(a=3\), is \(E=3\mu N/4=(3/4)3^{1/3}N^{4/3}\). The ratio \(E_{\mathrm G}/E=(\pi/3)^{1/3}\) means an excess of 1.55%, although the Gaussian satisfies \(2T=sV\). Optimizing a single width is enough to satisfy the theorem.

## 7. Energy and particle number

With a pair energy, the Euler equation contains the additional potential

\[
\phi(\mathbf r)=c\int|\mathbf r-\mathbf r'|^p n(\mathbf r')\,d^dr'.
\]

Multiply \(t'(n)+v+\phi=\mu\) by \(n\) and integrate. Equation (11) gives \(n\,t'(n)=(1+2/d)t\), while \(\int n\phi\,d^dr=2W\) because \(W\) contains a factor one half. Hence

\[
\left(1+\frac2d\right)T+V+2W=\mu N. \tag{18}
\]

Now set \(W=0\). The virial theorem gives \(V=2T/s\), so

\[
E=\left(1+\frac2s\right)T,\qquad
\mu N=\left(1+\frac2d+\frac2s\right)T. \tag{19}
\]

Divide the two expressions and multiply numerator and denominator by \(d/2\):

\[
E=\frac{a}{a+1}\mu N,\qquad a=\frac d2+\frac ds. \tag{20}
\]

To find \(\mu\), define the edge radius by \(R=(\mu/\lambda)^{1/s}\); \(\mu\) and \(\lambda\) have the same sign. For \(s>0\), put \(r=Rx\) in the integral of (13):

\[
N=\frac{g\,d\,\omega_d^2}{(2\pi)^d}(2\mu)^{d/2}R^d
\int_0^1x^{d-1}(1-x^s)^{d/2}dx.
\]

The substitution \(y=x^s\) turns the integral into a Beta function. For \(s<0\), write \(q=|s|\). Then \(\mu-v=|\mu|x^{-q}(1-x^q)\), and the extra factor \(x^{-qd/2}\) changes the first Beta argument. Both cases are contained in

\[
N=\frac{g\,d\,\omega_d^2}{(2\pi)^d}
(2|\mu|)^{d/2}R^d\,\frac{B(\beta,d/2+1)}{|s|}, \tag{21}
\]

with \(\beta=d/s\) for \(s>0\) and \(\beta=d/|s|-d/2\) for \(s<0\). Since \(R^d\propto|\mu|^{d/s}\), we have \(N\propto|\mu|^a\) and \(|E|\propto N^{1+1/a}\). Equation (20) then gives \(dE/dN=(1+1/a)E/N=\mu\), so \(\mu\) is the slope of the energy with respect to particle number. Adding one whole particle costs approximately \(\mu\,[1+1/(2aN)]\), because \(d^2E/dN^2=\mu/(aN)\).

For noninteracting electrons around a nucleus, \(d=3\), \(s=-1\), \(\lambda=-Z\) and \(g=2\). Here \(B(3/2,5/2)=\pi/16\), and (21) becomes

\[
N=\frac{4}{3\pi}(2|\mu|)^{3/2}\frac{Z^3}{|\mu|^3}\frac{\pi}{16}
=\frac{\sqrt2\,Z^3}{6|\mu|^{3/2}}.
\]

Thus \(\mu=-Z^2/(18N^2)^{1/3}\). Since \(a=-3/2\), equation (20) gives \(E=3\mu N\), or

\[
E=-Z^2\left(\frac{3N}{2}\right)^{1/3}. \tag{22}
\]

Compare this with \(M\) filled hydrogenic shells. Shell \(k\) holds \(2k^2\) electrons of energy \(-Z^2/(2k^2)\), so each shell contributes \(-Z^2\) and the quantum energy is \(-Z^2M\). The number is \(N=M(M+1)(2M+1)/3\), hence

\[
\left(\frac{3N}{2}\right)^{1/3}
=\left(M^3+\frac32M^2+\frac12M\right)^{1/3}
=M+\frac12+O(M^{-1}).
\]

The Thomas-Fermi energy is too low by a fraction \(1/(2M)\) of the magnitude of the quantum energy at leading order, which is 2.00% for 25 shells and 0.50% for 100. The full expression (22) gives 1.99% and 0.50%.

## 8. When the minimum does not exist

For an attractive singular potential, set \(q=|s|\). Near the origin (13) gives \(n\propto r^{-qd/2}\). The particle number contains \(\int_0r^{d-1-qd/2}dr\), which converges for \(q<2\). Both \(n^{1+2/d}\) and \(vn\) vary as \(r^{-q(1+d/2)}\), so \(T\) and \(V\) converge under the stronger condition

\[
q\left(1+\frac d2\right)<d,\qquad\text{or}\qquad q<\frac{2d}{d+2}. \tag{23}
\]

This is (4). Under the same condition \(|v|^{1+d/2}\) is integrable near the origin. Hölder's inequality with the conjugate exponents \(1+2/d\) and \(1+d/2\) then makes \(V\) finite for every density with finite \(N\) and \(T\), so (14) applies.

For \(2d/(d+2)\le q<2\), the density (13) still has a finite particle number, but its energy is not finite. With \(\kappa=\mu-v=k_F^2/2\), equation (7) gives

\[
t+vn=\frac{d}{d+2}n\kappa+(\mu-\kappa)n
=\mu n-\frac{2}{d+2}n\kappa, \tag{24}
\]

and the integral of the last term diverges to minus infinity. Remove the density inside a small radius \(\varepsilon\), and place the few missing particles in a distant smooth cloud. This trial density has the correct \(N\) and finite energy, which falls without limit as \(\varepsilon\to0\). No minimizer exists, and (3) has no finite energies to relate. Uniform scaling alone does not reveal this: for \(q<2\), \(\gamma^2T\) outgrows \(\gamma^q|V|\) in (15). The collapse comes from a change of shape.

The attraction \(v=\lambda/r\) in two dimensions lies on the boundary \(q=1\). For \(g=2\), \(n=\kappa/\pi\), and near the origin (24) becomes \(-\kappa^2/(2\pi)\approx-\lambda^2/(2\pi r^2)\). Multiplication by \(2\pi r\,dr\) gives an energy \(-\lambda^2dr/r\). Once the inner cutoff is small compared with the edge radius, each further tenfold reduction therefore changes the energy by \(-\lambda^2\ln10\). For \(\lambda=-1\) a.u. this is \(-62.66\) eV per decade. With \(\mu=-1/2\) a.u. the particle number nevertheless converges to \(2\int_0^2(1/r-1/2)r\,dr=2\).

The local approximation has already failed in this region. Since \(k_F\propto r^{-q/2}\), the product \(k_Fr\propto r^{1-q/2}\) tends to zero for \(q<2\). The local wavelength becomes longer than the distance over which the potential changes.

Two other sign choices also lack a minimizer. For \(\lambda<0,\ s>0\), particles lower their energy by moving outward without limit. For \(\lambda>0,\ s<0\), spreading the density lowers the energy toward zero, which no density with \(N>0\) attains.

## 9. Twenty electrons in a quartic trap

Take \(d=1\), \(g=2\), \(N=20\), and \(v=\lambda x^4\) with the model value \(\lambda=0.01\ \mathrm{eV/Å^4}\). The electrons do not interact. Equation (21) reads

\[
N=\frac{\sqrt{2\mu}}{\pi}\left(\frac{\mu}{\lambda}\right)^{1/4}
B\!\left(\frac14,\frac32\right). \tag{25}
\]

Solving for \(\mu\) in atomic units and converting gives \(\mu=24.7408\) eV. The edge is at

\[
R=\left(\frac{24.741}{0.01}\right)^{1/4}\mathrm{Å}=7.053\ \mathrm{Å}.
\]

At the center \(v=0\), so (11) gives \(3C_1n(0)^2=\mu\):

\[
n(0)=\sqrt{\frac{24.741}{3\times3.134}}\ \mathrm{Å^{-1}}
=1.622\ \mathrm{Å^{-1}}.
\]

Here \(a=1/2+1/4=3/4\), and (20) yields

\[
E=\frac37\times20\times24.7408\ \mathrm{eV}=212.06\ \mathrm{eV}
\quad(7.793\ \text{hartree}).
\]

The virial theorem gives \(T=2V\), so \(T=2E/3=141.38\) eV and \(V=E/3=70.69\) eV.

For comparison, the one-particle Schrödinger equation was diagonalized on a sinc grid of 401 points, and the ten lowest levels were filled with two electrons each. This gives \(T=141.54\), \(V=70.77\) and \(E=212.31\) eV. The quantum energies also satisfy \(T=2V\), because scaling the orbitals produces the same powers of \(\gamma\). The ratio \(T/V\) therefore does not measure the accuracy of the kinetic functional. The total energies do differ: the Thomas-Fermi value is too low by 0.25 eV, or 0.12% of the quantum value. This difference tests the minimized model, not the functional at a fixed density, because the two energies belong to different densities and errors can cancel. For two electrons in \(v=x^2/2\) (a.u., \(d=1\), \(g=2\)), equations (20) and (21) give \(\mu=1\) and \(E=1\), equal to the quantum energy. Yet on the quantum density \(n=(2/\sqrt\pi)e^{-x^2}\) the functional gives \(T=C_1\int n^3dx=\pi/(3\sqrt3)=0.605\), which is 21% above the quantum value \(1/2\).

At the same \(\lambda\), the relative energy error is \(-2.89\%\) for 4 electrons, \(-0.118\%\) for 20 and \(-0.0074\%\) for 80. Multiplied by \(N^2\), these errors are nearly constant, so over this range they fall approximately as \(N^{-2}\). These are even \(N\), with every occupied level doubly filled. With a single electron in the top level the error is about four times larger, \(-0.458\%\) for 21 electrons and \(-0.031\%\) for 81, so it does not fall monotonically with \(N\). The share of particles located where \(|\nabla k_F|/k_F^2>0.5\) drops from 15% for 4 electrons to 3.8% for 20 and 1.0% for 80. Equation (25) indicates why larger \(N\) helps overall: \(N\) is proportional to \(k_F(0)R\), the size of the cloud measured in local wavelengths.

## 10. A Coulomb ion

Now include classical electron repulsion in three dimensions, with \(Z=10\), \(N=8\) and \(g=2\). Both potentials have power \(-1\), so (3) becomes

\[
2T=-(V+W),\qquad E=T+V+W=-T. \tag{26}
\]

Write \(\kappa=\mu+Z/r-\phi=Z\chi(r)/r\), where \(\phi\) is the electron repulsion potential. Poisson's equation \(\nabla^2\phi=-4\pi n\) and \(n=(2\kappa)^{3/2}/(3\pi^2)\) give, for \(r>0\),

\[
\frac{Z}{r}\frac{d^2\chi}{dr^2}
=\frac{4}{3\pi}\left(\frac{2Z\chi}{r}\right)^{3/2}. \tag{27}
\]

At the nucleus \(\chi(0)=1\). At the edge \(r_0\) the density vanishes, so \(\chi(r_0)=0\). The enclosed charge there is \(Z-N\), which fixes \(\mu=-(Z-N)/r_0\) and the slope \(r_0\chi'(r_0)=-(Z-N)/Z=-0.2\).

Equation (27) was integrated inward by a Runge-Kutta method, with \(r_0\) adjusted until \(\chi(0)=1\). This gives \(r_0=1.516\) Å and \(\mu=-18.99\) eV. Quadrature of the density gives \(T=4492.47\), \(V=-10330.49\) and \(W=1345.56\) eV; the decimals are kept to make the sums visible. Then \(-(V+W)=8984.93\) eV, which agrees with \(2T=8984.94\) eV to rounding. The left side of (18) is

\[
\frac53(4492.47)-10330.49+2(1345.56)=-151.92\ \mathrm{eV},
\]

while \(\mu N=8(-18.9915)=-151.93\) eV. The total energy is \(-4492\) eV, or \(-165.1\) hartree. This model omits exchange, correlation, gradient corrections and relativity, and its classical repulsion includes the interaction of each electron with itself. The virial balance holds within the model and does not remove these errors. They are large: an unrestricted Hartree-Fock calculation for the triplet ion Ne\(^{2+}\) gives \(-126.4\) hartree (cc-pVQZ basis, 0.013 hartree below cc-pVTZ), so the model energy is about 31% too large in magnitude. The Hartree-Fock energy differences for adding the eighth and ninth electrons are \(-62\) and \(-39\) eV, compared with \(\mu=-19\) eV.
